# Splitting inelastically scattered electrons between bins with exact energy loss

## Result

Let an electron energy distribution be stored as populations $n_i$ at bin centres $E_1<E_2<\dots<E_N$, with any spacing. A collision removes a prescribed energy $U>0$. An electron from bin $i$ should then arrive at $t=E_i-U$, which in general is not a centre. If $E_j\le t\le E_{j+1}$, place the shares

$$
S_{ji}=\frac{E_{j+1}-t}{E_{j+1}-E_j},\qquad
S_{j+1,i}=\frac{t-E_j}{E_{j+1}-E_j}
$$

in the two adjacent bins, and zero elsewhere. With event frequency $r_i$ per electron in bin $i$, the populations obey

$$
\frac{dn_k}{dt}=\sum_i C_{ki}n_i,\qquad C_{ki}=(S_{ki}-\delta_{ki})\,r_i .
$$

For every source $i$,

$$
\sum_k C_{ki}=0,\qquad \sum_k E_kC_{ki}=-U r_i .
$$

Number is therefore conserved and each event removes $U$ on average, whatever the bin widths and populations. Two conditions apply. Energy means the discrete energy $\sum_iE_in_i$, and a source may scatter only if $E_i-U\ge E_1$. The event rate and the shape of the distribution still carry discretization errors.

## From the continuum to the matrix

Let $f(E)$ be the number of electrons per unit energy and $r(E)$ the event frequency, with $r=0$ below $U$. The target atom is taken to be at rest and infinitely heavy, so the electron loses $U$ and nothing more. Electrons leave $E$ by colliding and arrive there from $E+U$:

$$
\frac{\partial f(E)}{\partial t}=-r(E)f(E)+r(E+U)f(E+U).
$$

Integrate over $E$ and substitute $E'=E+U$ in the gain term. It becomes $\int_U^\infty r(E')f(E')\,dE'$, which cancels the loss term. Multiplying by $E$ before integrating gives

$$
\frac{d}{dt}\int_0^\infty Ef\,dE=\int_U^\infty\left[(E'-U)-E'\right]rf\,dE'
=-U\int_U^\infty rf\,dE'.
$$

The matrix has to reproduce these two laws. Let $a$ and $b$ be the shares given to $E_j$ and $E_{j+1}$. Number and energy require

$$
a+b=1,\qquad aE_j+bE_{j+1}=t .
$$

Insert $a=1-b$ into the second equation: $E_j+b(E_{j+1}-E_j)=t$. This fixes $b=(t-E_j)/(E_{j+1}-E_j)$, and $a=1-b$ gives the other share. Two adjacent centres thus leave no freedom. If $t$ coincides with a centre, that centre receives the whole electron.

The column laws follow at once:

$$
\sum_kC_{ki}=(1-1)r_i=0,\qquad
\sum_kE_kC_{ki}=(t-E_i)r_i=-Ur_i .
$$

Multiplying the second by $n_i$ and summing gives $dE_{\rm tot}/dt=-U\sum_ir_in_i$, where $E_{\rm tot}=\sum_kE_kn_k$. Integrated over time, the energy drop is $U$ times the accumulated number of events.

**Time stepping.** The off-diagonal elements of $C$ are non-negative. For a large enough constant $\lambda$, all elements of $C+\lambda I$ are non-negative, and so are those of

$$
e^{Ct}=e^{-\lambda t}e^{(C+\lambda I)t}.
$$

Non-negative populations therefore stay non-negative. An explicit Euler step, $n\to n+\Delta t\,Cn$, also obeys both column laws, but its diagonal factor is $1-\Delta t\,r_i(1-S_{ii})$. It preserves non-negativity if $\Delta t\,r_i(1-S_{ii})\le1$ for every bin.

## The lower boundary

Any non-negative shares $w_k$ with unit sum have mean $\sum_kw_kE_k\ge E_1$. A target below $E_1$ therefore cannot be represented with the correct mean, however many bins are used. The rule adopted here sets $r_i=0$ for centres in the window $U\le E_i<U+E_1$. It keeps both conservation laws and suppresses some events just above threshold.

A different closure keeps the power instead. It puts such electrons into bin 1 and replaces $r_i$ by $r_iU/(E_i-E_1)$, provided $E_i>E_1$. The power per source electron is then $r_iU$, as required, but the loss per event is $E_i-E_1$ and the number of events is wrong.

## What the splitting costs

Write $p=t-E_j$, $q=E_{j+1}-t$ and $h=p+q$. The shares are $q/h$ and $p/h$. The energy variance introduced by one split is

$$
\frac{q}{h}p^2+\frac{p}{h}q^2=\frac{pq(p+q)}{h}=pq\le\frac{h^2}{4}.
$$

For a smooth function $\phi$, expand its values at both centres about $t$. The terms in $\phi'$ cancel because the mean is correct, which leaves

$$
\frac{q}{h}\phi(E_j)+\frac{p}{h}\phi(E_{j+1})-\phi(t)\simeq\frac{pq}{2}\phi''(t).
$$

The error is of second order in the spacing.

No other non-negative shares with the same number and mean energy have a smaller variance. To see this, let $L(E)$ join the points $(E_k,E_k^2)$ by straight lines. Its slope between neighbours is $E_k+E_{k+1}$, which increases with $k$, so $L$ is convex. Jensen's inequality gives

$$
\sum_kw_kE_k^2=\sum_kw_kL(E_k)\ge L(t)=\frac{q}{h}E_j^2+\frac{p}{h}E_{j+1}^2 .
$$

Subtracting $t^2$ from both sides turns this into the statement about variances.

**Losses smaller than the spacing.** Suppose $U<h=E_i-E_{i-1}$. The target then lies between $E_{i-1}$ and $E_i$. A share $1-U/h$ returns to the source bin and $U/h$ moves down by $h$. The mean loss is still $U$, but the grid has replaced frequent small steps by rare large ones.

On a uniform grid with constant $r$, and away from the lower boundary, the number of downward jumps is Poisson distributed with mean $rtU/h$. A Poisson count has variance equal to its mean, so the energy variance is $h^2(rtU/h)=rhUt$. The continuum process has $rt$ events of size $U$ on average and variance $rU^2t$. The grid value is too large by the factor $h/U$. For $h=1$ eV, $U=0.25$ eV and $rt=40$, starting from one bin, the variances are 10 and 2.5 eV$^2$.

The same effect acts on a smooth distribution. The grid gives

$$
\frac{rU}{h}\left[f(E+h)-f(E)\right]\simeq rU\left(f'+\frac h2f''\right),
$$

whereas the continuum gives $r[f(E+U)-f(E)]\simeq rU(f'+Uf''/2)$. For $f\propto e^{-E/T}$, with $T$ in energy units and $h,U\ll T$, the difference relative to the leading term has magnitude $(h-U)/(2T)$. While $h$ exceeds $U$, the error is therefore of first order in $h$. Vibrational losses on a coarse grid fall in this regime, and exact energy conservation does not reveal the fault.

## Error in the event rate

Let a bin of width $\Delta$ hold its true population, assigned to the centre $E_i$. With $x=E-E_i$, expand $f=f_i+f_i'x$ and $r=r_i+r_i'x+r_i''x^2/2$. Odd powers of $x$ integrate to zero and $\int x^2dx=\Delta^3/12$, so to leading order

$$
\int_{\rm bin}f\,(r_i-r)\,dE=-\left(r_i'f_i'+\tfrac12r_i''f_i\right)\frac{\Delta^3}{12}.
$$

Summed over bins, this is of second order in the width.

The bin containing the threshold needs separate treatment, because $r$ has a kink there. Near threshold take $r=s(E-U)$ above $U$ and zero below, with $f=F$ constant across the bin. Let $U=E_i+\delta$. For $\delta\ge0$ the centre has no events, while the true rate is $Fs(\Delta/2-\delta)^2/2$. For $\delta<0$ the error is

$$
Fs\left[-\delta\Delta-\tfrac12\left(\tfrac{\Delta}{2}-\delta\right)^2\right]
=-\tfrac12Fs\left(\tfrac{\Delta}{2}+\delta\right)^2 .
$$

Both cases combine to $-\tfrac12Fs(\Delta/2-|\delta|)^2$. This is again of second order, but its coefficient depends on where the threshold falls in the bin. It vanishes at an edge and is most negative, $-Fs\Delta^2/8$, at the centre. Errors on successive grids therefore need not fall by a steady factor of four.

## Worked example

The parameters are round model values: gas at 100 mTorr and 400 K, electron temperature $T=3$ eV, electron density $10^{10}$ cm$^{-3}$, and one lumped excitation with $U=11.5$ eV. The cross section is

$$
\sigma(E)=4\sigma_0\left(1-\frac UE\right)\frac UE,\qquad E>U,
$$

with $\sigma_0=5\times10^{-17}$ cm$^2$, reached at $E=2U$. The ideal-gas law gives a gas density $N_g=2.414\times10^{15}$ cm$^{-3}$, and $r=N_g\sigma v$ with electron speed $v$. The bin edges are

$$
B_k=60\ {\rm eV}\;\frac{e^{3k/N}-1}{e^3-1},\qquad k=0,\dots,N,
$$

with centres at the midpoints. For $N=60$ the widths grow from 0.16 to 3.08 eV. Initial populations are the integrals of a Maxwellian over the bins.

**One electron.** A source at 19.5191 eV has its target at 8.0191 eV, between centres at 7.5614 and 8.1103 eV. The spacing is 0.5489 eV, so the shares are

$$
\frac{8.1103-8.0191}{0.5489}=0.166,\qquad
\frac{8.0191-7.5614}{0.5489}=0.834 .
$$

The mean after the split is 8.0191 eV. The spurious rms spread is $\sqrt{0.4577\times0.0912}=0.204$ eV. In double precision, the mean loss computed from the columns of the 60-bin matrix differs from $U$ by at most $4\times10^{-15}$ eV, which is rounding.

Giving the whole electron to the nearest centre would also conserve number, but not the loss. On this grid the worst error per event is 0.89 eV. Such an error needs a spacing of at least 1.8 eV, found only well above 20 eV, where the Maxwellian holds few electrons. On this grid the total excitation power is wrong by $-0.7\%$ relative to the same bin rates with the prescribed loss. The figure depends on how targets happen to align with centres: it is $+0.05\%$ for 59 bins and $+0.14\%$ for 61.

**Power.** Numerical integration over the continuum Maxwellian gives a mean excitation frequency of $8.36\times10^5$ s$^{-1}$ per electron. The power density is

$$
10^{10}\times8.36\times10^5\times11.5\times1.602\times10^{-19}\ {\rm W/cm^3}
=15.4\ {\rm mW/cm^3}.
$$

The 60 bins give 15.5 mW/cm$^3$. No centre falls in the cutoff window, whose width is $E_1=0.081$ eV and which holds 0.05% of the continuum events.

**Relaxation without heating.** Applying $e^{Ct}$ for 50 ns gives 0.026615 events per electron and an energy drop of $0.026615\times11.5=0.3061$ eV. At the initial continuum rate there would have been $8.36\times10^5\times50\times10^{-9}=0.042$ events. The actual number is smaller because excitation empties the tail that feeds it.

A continuum value needs no bins. An electron starting at $E$ can visit only $E,E-U,E-2U,\dots$. The probabilities $P_m$ of having made $m$ collisions obey

$$
\dot P_m=-r(E-mU)P_m+r(E-(m-1)U)P_{m-1},
$$

without the last term for $m=0$. Solving this small system by matrix exponential and integrating $U\sum_mmP_m$ over the initial Maxwellian up to 60 eV, by Gaussian quadrature, gives a drop of 0.30460 eV. The grids compare as follows, with errors relative to that value.

| Bins | Width at threshold (eV) | Error (%) |
|---:|---:|---:|
| 60 | 0.722 | 0.48 |
| 120 | 0.366 | −0.14 |
| 240 | 0.184 | 0.056 |
| 480 | 0.092 | 0.011 |

Divided by the squared width, the errors are about 0.92, −1.0, 1.6 and 1.4 %/eV$^2$. Second order bounds this ratio but does not fix its size or sign: for 50 to 200 bins it ranges from about −2.6 to 1.8 %/eV$^2$ and nearly vanishes for 69 bins. The most negative values occur when a centre falls in the cutoff window and its events are suppressed. The edge formula puts the threshold closest to the middle of its bin for 120 bins, where the negative kink term is largest relative to $\Delta^2$. That grid has the one negative error, in agreement with the kink analysis. The kink term, multiplied by $U$ and 50 ns and divided by the continuum drop and by $\Delta^2$, is −0.69, −2.7, −0.10 and −0.39 %/eV$^2$ for the four grids. Subtracting it leaves a nearly steady 1.6 to 1.75 %/eV$^2$. All four grids remove $U$ per event, so exact conservation alone does not measure accuracy.

## Beside a real discharge

The pressure and electron density are roughly those of a capacitively coupled argon etching plasma, but a full Maxwellian at 3 eV is hotter than particle balance allows, as shown below. Argon has many excited levels, which the model lumps into one. The Maxwellian tail is also an assumption: at 20 eV electron-electron collisions occur at about $6\times10^3$ s$^{-1}$, far too slowly to refill a tail that excitation empties at $3\times10^7$ s$^{-1}$. The powers quoted here can therefore differ considerably from those of a real discharge. The largest omission sized here is ionization. With the same form of cross section, a 16 eV threshold and a peak of $10^{-16}$ cm$^2$, it would take 68% as much power as excitation from the same Maxwellian. The combined power would rise from 15.4 to about 26 mW/cm$^3$.

Ionization fits the same construction. If it costs $I$ and leaves electrons at $t_1$ and $t_2$, with $t_1+t_2=E_i-I$ and both at least $E_1$, split each one separately. The deposited number is 2 and the deposited energy is $E_i-I$. After the incident electron is subtracted, each event adds one electron and removes $I$.

Wall escape is the next largest. For floating walls 5 cm apart and atoms of mass $M=40$ u, take the barrier $\Phi=T[\tfrac12+\tfrac12\ln(M/2\pi m)]=15.5$ eV, where $m$ is the electron mass. In an isotropic, uniform population, the flux per unit density over the barrier to one wall is $(v/4)(1-\Phi/E)$. Two walls give a loss frequency $v(1-\Phi/E)/(2\times5\ {\rm cm})=5.9\times10^6$ s$^{-1}$ at 20 eV, or 19% of the excitation frequency there, $3.13\times10^7$ s$^{-1}$. Averaged over the Maxwellian, the escape frequency is $6.5\times10^4$ s$^{-1}$ and the escaping electrons carry 15% as much power as excitation. The uniform population makes these figures overestimates. With an elastic cross section of $10^{-15}$ cm$^2$ the mean free path is only 0.4 cm, so the density falls towards the walls. For isotropic scattering between walls that return every electron unable to cross the barrier, the slowest decay mode of the transport equation, without inelastic loss, has a rate of $5.0\times10^6$ s$^{-1}$ at 20 eV. A steady state with a uniform source and removal by excitation and ionization gives $5.5\times10^6$ s$^{-1}$. Radio-frequency sheaths can have much higher barriers for most of the cycle, which lowers the loss further. In the 3 eV Maxwellian the model ionization frequency, $4.1\times10^5$ s$^{-1}$, is six times the averaged wall loss, so this state is not steady. Balancing ionization against an ion flux $0.61\,n\sqrt{T/M}$ to each wall requires about 2.2 eV, where the excitation power per electron is a quarter of the value quoted. Ion collisions lower the edge density and push both numbers down further.

The other effects estimated here are small for these inputs. An elastic cross section of $10^{-15}$ cm$^2$, with mean fractional energy loss $2m/M$, adds 0.5% to the excitation power. Superelastic collisions return 0.5% of it if a fraction $10^{-4}$ of the atoms is excited and both levels have equal statistical weight; detailed balance then makes their rate coefficient $e^{U/T}$ times that of excitation. Recoil of an atom initially at rest, with isotropic scattering in the centre-of-mass frame, adds $4\times10^{-4}$ eV to the mean loss at 20 eV. For excitation to a single level of energy $U$, the prescribed loss is thus very accurate. Lumping levels of different energies introduces a further error, which is not estimated here. The 50 ns energy drop describes excitation alone and not the whole discharge, which is also heated by the applied field.
